# Why charge exchange makes low-energy peaks in rf ion spectra

## A spectrum with several peaks

Argon ions cross an rf sheath whose voltage averages 339 V and reaches 905 V. Of every 1000 ions striking the electrode, 3.9 per eV arrive near 13 eV, 13.6 near 46 eV, 2.5 near 92 eV, 5.9 near 135 eV and 1.6 near 180 eV. These figures come from a sampled model cascade of 20,000 ions and are averages over ±6% in energy. Collisions alone should give a smooth spectrum, so the peaks centred near 46 and 135 eV need a cause. At finer resolution the second is double-horned, with maxima near 126 and 144 eV and a shallow dip between them. They are the first two of a series; the third member is broader and weaker, and from the fourth on the members overlap.

Three ingredients are weighed here: collisions, the pause in the field, and the phase of impact. The example has a drive frequency of 13.56 MHz, a pressure of 30 mTorr, a gas temperature of 300 K, an ion density \(n_i=10^9\ \mathrm{cm^{-3}}\) and a maximum sheath width of 10 mm. A charge-exchange cross section of 50 Å\(^2\) gives a mean free path \(\lambda=2.07\) mm.

## The field and its pause

Let the electrode be at \(x=0\) and the plasma at larger \(x\). Electrons fill the region beyond a sharp edge

\[
s(t)=\bar s\,(1-\cos\omega t),\qquad \bar s=5\ \mathrm{mm}.
\]

This motion belongs to a sinusoidal current through a sheath of uniform, fixed ion density. The edge touches the electrode once per cycle, at \(\omega t=2\pi n\).

The algebra uses atomic units. Between electrode and edge the charge density is \(n_i\), so Poisson's equation reads \(dE/dx=4\pi n_i\). With \(E=0\) at the edge, \(E=-4\pi n_i(s-x)\), and the minus sign means that ions are pushed towards the electrode. For an ion of mass \(M\) the inward acceleration is

\[
g(x,t)=\Omega^2\,[s(t)-x]\ \text{ for }x<s,\qquad g=0\ \text{ for }x>s,\qquad \Omega^2=\frac{4\pi n_i}{M}.
\]

The ratio \(\kappa=\Omega/\omega\) is 0.0776 here, so ions respond slowly and need many cycles to cross the whole sheath.

At a point \(x_0\) the field is absent while \(\cos\omega t>1-x_0/\bar s\), which is a fraction

\[
p(x_0)=\frac1\pi\arccos\!\left(1-\frac{x_0}{\bar s}\right)
\]

of the cycle. Charge exchange turns a fast ion into a fast neutral and a gas atom into a new ion, taken to be born at rest. Fast ions coast through the field-free region and still collide there, so births continue during the pause.

## First contribution: collisions in a steady field

Replace \(g\) by its time average \(\bar g(x)\). Energy conservation gives an ion born at \(x_0\) the impact energy

\[
W(x_0)=M\int_0^{x_0}\bar g(x)\,dx,\qquad \frac{dW}{dx_0}=M\bar g(x_0)>0 .
\]

In a steady ion flux, a fraction \(dx_0/\lambda\) of the ions is replaced in \(dx_0\), and a newborn ion escapes further exchange with probability \(e^{-x_0/\lambda}\). The spectrum per impacting ion is therefore

\[
f(W)=\frac{e^{-x_0/\lambda}}{\lambda M\bar g(x_0)} .
\]

Nothing in it oscillates. To measure this, define the contrast of a peak as the spectral density averaged over ±6% about its centre, divided by a background drawn between the valleys on either side (each averaged over ±12%), with the logarithm of the density taken linear in energy. The values depend on these windows; a narrower central window raises the contrast of the first peak. A cascade in the averaged field, with the gas and entry conditions unchanged, gives contrasts of 0.95 and 1.01 at the two peak energies. The modulated field gives 4.3 and 2.6. Collisions supply the slow ions, and the modulation supplies the peaks.

## Second contribution: a common start

An ion born at \(x_0\) during the pause stays there until the edge returns, at the time \(t_1\) given by \(s(t_1)=x_0\). Every birth in that pause leads to the same trajectory and the same impact energy \(W_c(x_0)\). Two birth coordinates, place and time, have been reduced to one.

In the cascade, 90% of the waiting ions born between 0.25 and 5 mm had energies within 0.07% of \(W_c(x_0)\). For ions born with the field present the corresponding figure was 35%.

A common start does not by itself make a peak. If \(W_c\) rose steadily with \(x_0\), the waiting ions would still be spread smoothly in energy. A peak needs a range of birth places that leads to nearly one energy, so the slope of \(W_c\) has to be found.

## Third contribution: the phase of impact

Compare neighbouring waiting ions through \(\xi(t)=\partial x(t;x_0)/\partial x_0\). Inside the sheath \(\ddot x=-\Omega^2(s-x)\), and differentiation with respect to \(x_0\) gives

\[
\ddot\xi=\Omega^2\xi\ \text{ inside},\qquad \ddot\xi=0\ \text{ outside}.
\]

The force is continuous at the edge, so \(\xi\) and \(\dot\xi\) are continuous there. At the start \(\xi=1\) and \(\dot\xi=0\). The start time does depend on \(x_0\), but the force vanishes at \(t_1\), so that shift adds nothing at the first instant. It follows that \(\xi\) and \(\dot\xi\) are positive afterwards: the positive space charge drives neighbouring ions apart.

Let \(u=-\dot x\) be the inward speed and \(t_a\) the impact time. Differentiating \(x(t_a;x_0)=0\) gives

\[
-u\,dt_a+\xi\,dx_0=0\quad\Rightarrow\quad \frac{dt_a}{dx_0}=\frac{\xi}{u}.
\]

The impact speed changes for two reasons. A later impact adds \(g\,dt_a\), and the neighbouring trajectory differs by \(-\dot\xi\,dx_0\). Hence

\[
\frac{du}{dx_0}=\frac{g\xi}{u}-\dot\xi,\qquad
\frac{dW_c}{dx_0}=Mu\frac{du}{dx_0}=M\,(g\xi-u\dot\xi),
\]

with everything evaluated at impact. Slopes from this formula agree with finite differences of computed trajectories to 0.3% of the largest slope.

The two terms compete. When an ion lands at the moment of zero electrode field, \(g=0\) and the slope is \(-Mu\dot\xi<0\): ions from farther away arrive with less energy. When it lands near full field, the first term wins and the slope is positive. Computed slopes have these signs for \(n=1,2,3\), at phases \(2\pi n\) and \((2n-1)\pi\) respectively. As \(x_0\) grows, the energy therefore rises to a maximum, falls through the zero-field impact to a minimum, and rises again.

At such a turning point, or fold, with energy \(W_f\) and place \(x_f\),

\[
W_c-W_f\simeq\tfrac12W_c''\,(x_0-x_f)^2,\qquad
\left|\frac{dW_c}{dx_0}\right|\simeq\sqrt{2|W_c''|\,|W-W_f|}.
\]

If the ion flux is steady over the cycle, the waiting ions contribute

\[
f_c(W)=\sum\frac{p(x_0)\,e^{-x_0/\lambda}}{\lambda\,|dW_c/dx_0|},
\]

summed over all \(x_0\) that give the energy \(W\). Each fold thus makes a spike proportional to \(|W-W_f|^{-1/2}\), on the low side of a maximum and the high side of a minimum. The number of ions in it is finite, because the integral of this power converges. As a test of the quadratic shape, the range of birth places within a given energy of the first maximum should double when that energy interval is quadrupled. The computed ratio is 2.005.

**The limit of a uniform field.** If the field varied in time but not in space, \(\xi\) would stay at 1 and \(\dot\xi\) at 0, leaving \(dW_c/dx_0=Mg\). At the zero-field impact the slope would touch zero without changing sign. Near that moment \(g\propto(t_a-t_n)^2\), so \(W-W_n\propto(t_a-t_n)^3\), while \(x_0-x_n\propto t_a-t_n\). The spectral density of ions started together at a field zero would then vary as \(|W-W_n|^{-2/3}\), with one spike instead of two. The spatial gradient splits the peak; it does not create it.

## Where the peaks lie

For low \(n\) an approximate trajectory can be written down. Start the ion at \(t=0\) instead of \(t_1\), and continue the linear field through the short intervals when the ion is outside the sheath:

\[
\ddot x=\Omega^2(x-\bar s+\bar s\cos\omega t).
\]

Try the particular solution \(x=\bar s+C\cos\omega t\). The cosine terms require \(-\omega^2C=\Omega^2C+\Omega^2\bar s\), so \(C=-\bar s\kappa^2/(1+\kappa^2)\). Starting from rest allows only the additional term \(A\cosh\Omega t\), because a \(\sinh\) term would give an initial speed.

At the impact time \(t_n=2\pi n/\omega\) the cosine is 1. With \(\theta_n=\Omega t_n=2\pi n\kappa\), the condition \(x=0\) gives

\[
0=\frac{\bar s}{1+\kappa^2}+A\cosh\theta_n .
\]

The impact speed is \(u=-A\Omega\sinh\theta_n\), since the derivative of the cosine vanishes at \(t_n\). Therefore

\[
u_n=\frac{\Omega\bar s}{1+\kappa^2}\tanh\theta_n,\qquad
W_n\simeq\frac M2\left(\frac{\Omega\bar s}{1+\kappa^2}\right)^2\tanh^2\theta_n .
\]

The sheath potential energy is \(\tfrac12M\Omega^2s^2\). Since \((1-\cos\omega t)^2\) averages to \(3/2\), its mean is \(\bar V=\tfrac34M\Omega^2\bar s^2\), and

\[
W_n\simeq\frac{2\bar V}{3}\,\frac{\tanh^2(2\pi n\kappa)}{(1+\kappa^2)^2}.
\]

For \(n=1\), \(\theta_1=0.488\) and \(\tanh^2\theta_1=0.205\), so \(W_1\simeq226\times0.205/1.012\approx46\) eV. The full trajectory gives 46.2 eV, or 1.70 hartree, for an ion born 0.543 mm from the electrode (\(5.43\times10^6\) Å).

For \(n=2\) the formula gives 126 eV against 135 eV, and for \(n=3\) 180 eV against 210 eV. It is low by 1%, 7% and 14% of the trajectory values. The sign is understandable: outside the sheath the continued field pushes ions away from the electrode, where the model has no field at all.

When \(n\kappa\) is small, \(\tanh\theta_n\simeq\theta_n\) and

\[
W_n\simeq\tfrac12M(\Omega^2\bar s\,t_n)^2\propto n^2 .
\]

This is an ion gaining speed for \(n\) periods in the mean electrode field. The example has already left this limit, since \(W_2/W_1=2.9\) instead of 4: ions born farther out begin in a weaker field. If an ion crosses the sheath in less than a cycle, the counting by whole periods loses its meaning.

The separation of the folds follows from the slope. Let \(\delta\) be the impact phase measured from \(2\pi n\). Combining \(dW_c/dx_0\) with \(dx_0/dt_a=u/\xi\) gives

\[
\frac{dW_c}{d\delta}=\frac{Mu}{\omega}\left(g-\frac{u\dot\xi}{\xi}\right)
\simeq\frac{Mu\Omega^2\bar s}{\omega}\left(\frac{\delta^2}{2}-\tanh^2\theta_n\right).
\]

Here \(\kappa^2\ll1\), \(g\simeq\Omega^2\bar s\,\delta^2/2\) and \(\dot\xi/\xi\simeq\Omega\tanh\theta_n\), with \(u\) held constant across the peak. The folds lie at \(\delta=\pm\sqrt2\tanh\theta_n\). Integrating between them and dividing by \(W_n=\tfrac12Mu^2\) gives

\[
\frac{\Delta W}{W_n}\simeq\frac{8\sqrt2}{3}\,\kappa\tanh^2\theta_n .
\]

This is 6% for \(n=1\) and 16% for \(n=2\). The computed folds are at 45.0 and 47.4 eV, and at 126 and 144 eV, which are separations of 5% and 13%.

Higher peaks are therefore broader. They also lose more ions to further collisions: the survival factor \(e^{-x_0/\lambda}\) is 0.77, 0.42 and 0.22 for the births belonging to \(n=1,2,3\). Both effects favour the low-energy members of the series. The longer field-free pause at the more distant birth places works the other way: the product \(p\,e^{-x_0/\lambda}\) is 0.115, 0.117 and 0.083, so for waiting ions the pause cancels the loss between the first two peaks and offsets it only partly at the third.

## How much is due to complete absence?

At the birth place of the first peak the field is absent for only 15% of the cycle. Births at neighbouring times must be considered too.

Take an ion born a time \(\tau\) after the edge has returned. Near \(t_1\) the acceleration grows as \(\Omega^2\dot s(t_1)(t-t_1)\), so compared with a waiting ion it has missed the speed

\[
\Delta u\simeq\tfrac12\Omega^2\dot s(t_1)\,\tau^2 .
\]

The missed displacement is of order \(\tau^3\). The energy thus departs from \(W_c\) only quadratically. An ion born shortly before the edge leaves acquires a speed of the same order and then coasts, so its departure is also quadratic.

For births at 0.543 mm, doubling a phase delay from 0.1 to 0.2 rad multiplied the energy change by 4.22. The excess over 4 comes mainly from the next term in the acceleration, \(\tfrac12\Omega^2\ddot s\,(t-t_1)^2\), which raises the predicted ratio of missed speeds to 4.25.

The cascade allows the second peak to be divided by the field at the last birth. The shares of the cycle below refer to the birth place at 1.78 mm.

| Field at birth | Share of cycle | Contrast |
|---|---:|---:|
| absent | 28% | 5.9 |
| present, below mean wall field | 34% | 5.4 |
| above mean wall field | 38% | 0.60 |

The first two classes carry the peak almost equally well. Complete absence gives the sharp folds, but the peak as a whole is built by births around the field minimum.

The strong-field births are depleted at the peak. The uniform-field limit suggests why. There an ion born at full field and landing at zero field accelerates for \(n-\tfrac12\) periods and gains the speed \(\Omega^2\bar s\,(n-\tfrac12)\,2\pi/\omega\). A waiting ion that lands at full field gains the same speed, and its energy is a valley energy. Since the slope \(Mg\) vanishes at a zero-field impact, births at full field gather at the valley energies in this limit. With the spatial gradient included, this remains only a rough guide.

## What blurs or moves the peaks

**Thermal motion.** Giving each waiting ion an inward speed \(\sqrt{k_BT/M}\) at 300 K moves the upper fold of the first peak by 1.45 eV. The two folds are 2.4 eV apart, so a thermal spread of this size in both directions should largely merge them into one peak.

**Ion density.** Let the density rise linearly from half its average at the electrode to 1.5 times its average at the outermost edge, with total charge and drive held fixed. The zero-field energies move from 46 to 49 eV and from 135 to 160 eV. The field at the electrode is unchanged, but close to the electrode it now falls more slowly with distance. The uniform profile is not self-consistent: in the cascade, the ion density in the inner quarter of the sheath is 0.16 of that in the outer quarter. The graded profile has a ratio of 0.45, so its shifts are indications and not bounds.

**Field in the plasma.** A density gradient in the quasineutral region, with length \(\bar s\), supports a field of about 0.7% of the mean wall field. This estimate is small compared with the next effect.

**Incomplete collapse.** Electrons must reach the electrode often enough to balance the ion current. For an electron temperature of 3 eV the Debye length is \(\lambda_D=0.41\) mm. Equating the cycle-averaged Boltzmann electron flux to the ion flux at the Bohm speed requires the sheath to retain a width of 0.83 mm. A further cascade included this width and smoothed the edge by replacing the distance \(d=s-x\) in the field with \(\lambda_D\ln(1+e^{d/\lambda_D})\).

The energies rise to 63 and 178 eV. The mean wall field has grown by a factor of about \(5.83/5=1.17\), and its square, 1.36, accounts for the first shift.

The contrasts are 3.0 and 2.9, each measured at the shifted energies. The first peak is weaker but survives, although its ions are no longer born in a field-free region. Since \(x_0\simeq ut_1^{*}/2\) for roughly constant mean acceleration over one period \(t_1^{*}=2\pi/\omega\), the birth distance scales with \(\sqrt{W}\) and becomes about 0.63 mm, inside the residual sheath. The smallest field there is about 8% of the original mean wall field. A deep minimum in the field is sufficient.

## Beside a real electrode

The parameters are rough values for a capacitively driven etching electrode in argon, with a rather low sheath density and a wide, high-voltage sheath. At fixed drive current and ion density, relaxing the assumption of full collapse moves the first two peaks up by 36% and 32%, but it also raises the mean sheath voltage from 339 to about 420 V; at fixed mean voltage the shifts are only about 11% and 7%. At fixed drive the density profile may matter as much for the second peak, because the graded profile tried above is less steep than the density found in the cascade. Elastic scattering, an energy-dependent cross section and harmonics of the drive current have not been sized. The energies should therefore not be used to infer a sheath voltage or density without a self-consistent sheath model. The numerical output below gives the remaining values.

## Computed values

```
Drive frequency: 13.56 MHz; ion mass: 39.95 u
Ion density: 1.00e+09 cm^-3; electron temperature: 3.0 eV
Pressure: 30.0 mTorr; gas temperature: 300 K
Cross section: 50.0 angstrom^2
Maximum sheath width: 10.00 mm; mean: 5.00 mm
Charge-exchange mean free path: 2.071 mm
Frequency ratio kappa: 0.07759 (dimensionless)
Sheath voltage, mean and maximum: 339.3, 904.8 V
n=1 birth distance: 0.543 mm
n=1 field-absent fraction: 0.150 (dimensionless)
n=1 energy at zero-field impact: 46.19 eV
n=1 lower and upper folds: 44.97, 47.39 eV
n=1 closed-form energy: 45.71 eV
n=2 birth distance: 1.781 mm
n=2 field-absent fraction: 0.277 (dimensionless)
n=2 energy at zero-field impact: 134.95 eV
n=2 lower and upper folds: 126.40, 144.33 eV
n=2 closed-form energy: 126.02 eV
n=3 birth distance: 3.147 mm
n=3 field-absent fraction: 0.379 (dimensionless)
n=3 energy at zero-field impact: 209.91 eV
n=3 lower and upper folds: 191.66, 231.43 eV
n=3 closed-form energy: 180.28 eV
n=1 energy conversion: 1.6974 hartree
n=1 distance conversion: 5.431e+06 angstrom
Slope identity maximum scaled error: 3.07e-03 (dimensionless)
Fold width ratio for fourfold depth: 2.005 (dimensionless)
Late-birth energy-change ratio, delay doubled: 4.221 (dimensionless)
Spectrum at 13.10 eV: 3.881 per eV per 1000 ions
Spectrum at 46.19 eV: 13.622 per eV per 1000 ions
Spectrum at 92.17 eV: 2.482 per eV per 1000 ions
Spectrum at 134.95 eV: 5.888 per eV per 1000 ions
Spectrum at 179.77 eV: 1.611 per eV per 1000 ions
Peak contrast n=1,2: 4.32, 2.59 (ratio)
Averaged-field contrast n=1,2: 0.95, 1.01 (ratio)
n=2 contrast, field absent at birth: 5.93 (ratio)
n=2 contrast, field below mean wall field at birth: 5.41 (ratio)
n=2 contrast, field above mean wall field at birth: 0.60 (ratio)
90th percentile deviation from W(x0), waiting births: 0.07 %
90th percentile deviation from W(x0), driven births: 35.33 %
Thermal-speed shift of n=1 upper fold: 1.45 eV
Sampled density, inner/outer sheath quarter: 0.157 (ratio)
Graded-density energies n=1,2: 49.49, 159.90 eV
Debye length: 0.407 mm; residual width: 0.832 mm
Quasineutral field estimate / mean wall field: 0.0066 (ratio)
Soft-edge energies n=1,2: 62.61, 177.85 eV
Soft-edge peak contrast n=1,2: 3.01, 2.88 (ratio)
```
